Uniform Molecular Flux in a Cavity with Zero Net Sticking

**1. What dimensions and symmetry fix**

A hole in a wafer faces a dilute gas that sends Γ0 molecules per unit area and time through its mouth. Inside, molecules fly straight from wall to wall, and each wall element returns as many as it receives. The flux Γ(x) arriving at wall point x is then proportional to Γ0, the only flux in the problem. Molecular speed decides when a molecule lands but not where, so mass and temperature can enter only through Γ0. Angles do not change when the hole is enlarged, so the size L can enter only through x/L. Hence

Γ(x) = Γ0 G(x/L; shape).  (1)

A symmetry fixes G. If molecules leave a surface by the cosine law, two small elements of equal area exchange equal numbers when they emit equal fluxes. With Γ0 everywhere, each element's gains and losses cancel pair by pair, which suggests G = 1 for every shape. It remains to prove this and to show that no other steady state exists.

"Flux" here means the one-way arrival rate. The net flux into the wall is zero.

**2. Assumptions and the external flux**

The mouth M is flat, with area A_M, and the whole cavity lies on one side of it. The wall W has area A_W. We assume:

(a) no collisions between molecules inside the cavity;
(b) an isotropic external gas, undisturbed by molecules that leave;
(c) zero net sticking in steady state;
(d) re-emission by the cosine law, independent of the direction of arrival;
(e) no part of the wall with nonzero area is cut off from both the mouth and the rest of the wall. A sealed side pocket would violate this.

Let the gas have number density n, temperature T, molecular mass m and mean speed v̄. Per unit solid angle there are n/(4π) molecules per volume. Those travelling at angle θ to the mouth normal cross unit mouth area at the rate

dΓ/dΩ = n v̄ cosθ/(4π).  (2)

Over a hemisphere,

∫cosθ dΩ = 2π ∫₀^{π/2} cosθ sinθ dθ = π.  (3)

Therefore Γ0 = n v̄/4, and (2) becomes dΓ/dΩ = Γ0 cosθ/π. The mouth acts as a surface that emits Γ0 into the cavity by the cosine law.

For the mean speed, set a = m/(2kT). The Maxwell distribution gives

v̄ = 4π(a/π)^{3/2} ∫₀^∞ v³ exp(−av²) dv = 4π(a/π)^{3/2}/(2a²) = 2/√(πa) = √(8kT/(πm)).  (4)

With n = p/(kT),

Γ0 = n v̄/4 = [p/(4kT)] √(8kT/(πm)) = p/√(2πmkT).  (5)

**3. The balance at a wall point**

Let x and x' be visible to each other at distance r. The line joining them makes angles θ and θ' with the inward normals at x and x'. The element dA' emits Γ(x')dA' molecules per time, of which the fraction cosθ' dΩ'/π goes into solid angle dΩ'. Seen from x', the element dA at x fills dΩ' = cosθ dA/r². Dividing the arrival rate by dA gives the contribution K(x,x')Γ(x')dA', where

K(x,x') = cosθ cosθ'/(πr²) for visible pairs, and 0 otherwise.  (6)

One cosine comes from emission and the other from the tilt of the receiver. Their product makes K symmetric: K(x,x') = K(x',x).

The mouth contributes through the same kernel with known emission Γ0. Define

F(x) = ∫_M K(x,x') dA'.  (7)

The steady balance is

Γ(x) = Γ0 F(x) + ∫_W K(x,x')Γ(x') dA'.  (8)

**4. Closure and the uniform solution**

Now look outward from x. The element dA' fills solid angle dΩ = cosθ' dA'/r² as seen from x, so

K(x,x') dA' = cosθ dΩ/π.  (9)

Every ray from x into the cavity first meets either wall or mouth. The visible surfaces therefore cover the hemisphere at x once, and (3) gives

F(x) + ∫_W K(x,x') dA' = 1.  (10)

Edges and corners, where a normal is undefined, have zero area and do not affect the integrals.

Insert Γ = Γ0 into the right side of (8):

Γ0 F(x) + Γ0 ∫_W K dA' = Γ0[F + (1 − F)] = Γ0.  (11)

The balance holds at every regular wall point. A hidden point has F = 0 and receives all its flux from other walls. Its smaller direct supply is replaced by re-emission, because the solid angle not filled by the mouth is filled by walls that emit the same flux.

**5. Why there is no other steady state**

Let h be the difference of two square-integrable solutions of (8). The source cancels:

h(x) = ∫_W K(x,x')h(x') dA'.  (12)

Write h' for h(x'). Multiplying by h and integrating over the wall gives

∫h² dA − ∬h K h' dA dA' = 0.  (13)

To see the sign of the left side, expand a square:

½∬K(h − h')² dA dA' = ½∬K h² dA dA' + ½∬K h'² dA dA' − ∬h K h' dA dA'.  (14)

By symmetry of K the first two terms on the right are equal. By (10) their sum is ∫(1 − F)h² dA. Rearranging,

∫h² dA − ∬h K h' dA dA' = ½∬K(h − h')² dA dA' + ∫F h² dA.  (15)

The left side is zero by (13), and neither term on the right can be negative, so both vanish. Let B be the set of all wall points where h ≠ 0, and suppose its area is nonzero. The last term requires F = 0 almost everywhere on B, so B does not see the mouth. The other term requires K = 0 between almost all points of B and points where h = 0, since there h ≠ h'. Thus B would be cut off from the mouth and from the rest of the wall, which (e) forbids. Hence h = 0 almost everywhere, and

Γ(x) = Γ0 for any cavity shape satisfying (a)–(e).  (16)

An initially empty cavity reaches this state. Write Kg for ∫_W K(x,x')g(x')dA', and let q₀ = 1, q_{j+1} = Kq_j. By (10), q₁ = 1 − F ≤ q₀. Since K ≥ 0, applying it repeatedly preserves the inequality, so the q_j decrease to a limit q ≥ 0. This limit is bounded and obeys q = Kq, so q = 0 by the proof above. Molecules that have made j earlier wall hits supply the flux Γ0 K^jF. Because F = 1 − K1, the first J groups add up to

Γ0 Σ_{j=0}^{J−1} K^jF = Γ0 Σ_{j=0}^{J−1} (q_j − q_{j+1}) = Γ0(1 − q_J) → Γ0.  (17)

**6. A bowl solved by hand, and two ways to fail**

Take a hemispherical bowl of radius R. A chord between two points of a sphere makes the same angle θ with both normals, and r = 2R cosθ. Equation (6) becomes

K = cos²θ/(4πR² cos²θ) = 1/(4πR²).  (18)

The wall area is 2πR², so ∫_W K dA' = 1/2 and F = 1/2. By symmetry of the kernel and source, Γ is uniform and (8) reads Γ = Γ0/2 + Γ/2, whose solution is Γ = Γ0.

Now replace the isotropic gas by a vertical beam carrying the same flux Γ0 through the mouth. At angle β from the bottom, the direct flux is Γ0 cosβ. Let Q be the total arrival rate on the wall. The beam supplies πR²Γ0, and half of all re-emitted molecules land on the wall again:

Q = πR²Γ0 + Q/2, hence Q = 2πR²Γ0.  (19)

Re-emission adds Q/(4πR²) = Γ0/2 at every point, so

Γ(β)/Γ0 = cosβ + 1/2.  (20)

The flux falls from 1.5Γ0 at the bottom to 0.5Γ0 at the rim. Its area average is still Q/(2πR²) = Γ0, but uniformity is lost with the isotropy of the source. A numerical solution of the balance follows (20) to within 0.0012 Γ0.

The wall must also return an isotropic gas as an isotropic gas. Among re-emission laws independent of the direction of arrival, only the cosine law does this. Mirror reflection, or any mixture of mirror and cosine re-emission, does it too: isotropic arrivals leave with the distribution Γ0 cosθ/π, so the uniform flux remains a steady solution, although hit counts such as N in Section 8 change. The following law is an artificial test case that a wall in equilibrium with the gas cannot obey. If molecules left uniformly in solid angle, cosθ'/π would be replaced by 1/(2π) and the kernel would be cosθ/(2πr²). It is not symmetric in general, though it is on the hemisphere, where θ = θ'. The mouth still supplies Γ0F, so a uniform flux Γ0 would require the integral of the new kernel over the visible wall to equal 1 − F. That integral is

∫_W cosθ dA'/(2πr²) = ∫_W (cosθ/cosθ') dΩ/(2π),  (21)

which depends on the shape. The cancellation in (11) then fails in general, even where the kernel is symmetric. At the bottom of the hemisphere the wall fills the directions more than 45° from the normal, so (21) gives cos 45° = 0.707 instead of 1 − F = 1/2. Section 9 gives its size for one hole.

**7. Visits to the cavity**

Molecules enter at rate Γ0A_M and strike the wall at total rate Γ0A_W. The mean number of wall hits per visit is therefore

H = A_W/A_M.  (22)

For the mean flight path, first let every molecule have the same speed v, since speed does not alter the path. Trace any direction back from an interior point and one meets a wall or the mouth, either of which emits Γ0 cosθ/π per solid angle. Per unit area perpendicular to the ray this is Γ0/π. Dividing by v gives the density per solid angle, and all 4π of directions contribute:

n_in = 4π · Γ0/(πv) = 4Γ0/v.  (23)

The number inside, n_in V for cavity volume V, equals the entry rate times the mean visit time t. Thus t = 4V/(vA_M), and the mean path is

ℓ = vt = 4V/A_M.  (24)

If the walls re-emit with the Maxwell distribution of the external gas, 1/v in (23) is replaced by its average over emitted molecules. These are weighted by speed, so the average is ∫(1/v)v f dv/∫v f dv = 1/v̄, where f is the normalized speed distribution. Then n_in = 4Γ0/v̄ = n: the cavity contains pV/(kT) molecules on average, and t = ℓ/v̄.

**8. Small sticking**

Let each impact remove a molecule with constant probability s. The wall re-emits (1 − s)Γ, and u = Γ/Γ0 obeys

u = F + (1 − s)Ku.  (25)

Repeated substitution gives

u(x) = Σ_{k=0}^∞ (1 − s)^k K^kF(x).  (26)

By symmetry, K(x,x')dA' is also the probability that a molecule emitted at x lands next in dA'. Hence K^kF(x) is the probability that, without sticking, it makes k further wall hits and then escapes. With E denoting the average over such molecules, and N(x) = E[k],

u(x) = E[(1 − s)^k] ≈ 1 − sN(x) for sE[k²] ≪ N(x).  (27)

A small sN alone does not ensure the linear form: near the mouth of a deep hole, N can come mainly from a few molecules that make very many hits, and the loss can then be well below sN. Since (1 − s)^k ≥ 1 − sk, the loss 1 − u is never larger than sN. Uniform flux is a good approximation where sN is small. Where N exceeds 1, this is a stronger demand than small s alone.

The same terms K^kF describe arrivals with k earlier hits at s = 0, as in (17). A molecule arriving at x has therefore made, on average, as many earlier hits as one leaving x will still make.

In the hemisphere u is uniform, and (25) gives u = 1/2 + (1 − s)u/2, or u = 1/(1 + s). Its expansion 1 − s + … shows N = 1. The first hit and this one further hit make two per visit, in agreement with (22), since A_W/A_M = 2.

**9. A bent hole with a hidden roof**

Consider a hole with a slanted hexagonal neck opening into a wider chamber. The mouth has corner radius 50 nm. At 200 nm depth the neck has the same radius and is shifted sideways by 60 nm. There the chamber begins, with radius 100 nm and shift 80 nm. It narrows to radius 70 nm and shift 50 nm at the 400 nm deep bottom. The chamber roof faces downward and cannot see the mouth.

The areas are A_M = 6495 nm² and A_W = 196959 nm², and V = 5.092×10⁶ nm³. Equations (22) and (24) give

H = 196959/6495 = 30.3,
ℓ = 4 × 5.092×10⁶/6495 = 3136 nm.

Following 60000 molecules from the mouth until they escape gives 30.6 ± 0.3 hits and 3159 ± 27 nm. Here and below, ± denotes one standard error. The region-averaged fluxes, in units of Γ0, are:

neck: 1.005 ± 0.006, of which 0.102 is direct;
roof: 1.011 ± 0.011, with no direct part;
chamber side: 1.009 ± 0.010, of which 0.002 is direct;
bottom: 1.008 ± 0.009, of which 0.007 is direct.

All four agree with 1 to about one standard error. All four values come from the same molecules, so their errors are not independent. These are averages over regions. A pointwise comparison was made on a smooth half-spheroid bowl, twice as deep as its mouth radius. There the numerical solution of (8) differs from Γ0 by at most 0.0019 Γ0 at the mesh points, down from 0.0076 Γ0 on a coarser mesh.

With the same hole and source but re-emission uniform in solid angle, the flux ratios become 0.84 in the neck, 1.52 on the roof, 1.40 on the chamber side and 1.72 at the bottom, with standard errors of 0.01 in the neck and 0.02 to 0.03 elsewhere. This artificial emission law thus raises the bottom flux by about 70% of Γ0.

For the gas, choose p = 0.1 Torr, T = 900 K, molar mass 100 g/mol and collision diameter 0.5 nm. Then n = 1.073×10¹⁵ cm⁻³ and v̄ = 436.5 m/s = 4.365×10⁴ cm/s, so

Γ0 = (1.073×10¹⁵ × 4.365×10⁴)/4 = 1.171×10¹⁹ cm⁻² s⁻¹.

In SI units this is 1.171×10²³ m⁻² s⁻¹. The mean flight time per visit is 3159 nm/(436.5 m/s) = 7.24 ns. On average pV/(kT) = 5.46 molecules are in flight inside. With so few, the steady flux must be read as a time average over many visits.

For sticking, molecules launched from the bottom make N = 81.6 ± 0.7 further hits before escape. Those arriving there have made 81.0 ± 0.9, as reciprocity requires. N exceeds H because H averages over all entering molecules, including those that leave after few hits. The bottom flux is 0.992Γ0 at s = 10⁻⁴, 0.925Γ0 at 10⁻³ and 0.54Γ0 at 10⁻². The linear estimate 1 − sN gives 0.992, 0.918 and 0.18. It is adequate in the first case, slightly low in the second and useless in the third, where sN is close to 1.

**10. Comparison with a deposition process**

The chosen pressure and temperature lie in the rough range of hot-wall low-pressure chemical vapour deposition; the molecule is a model one. A growing film breaks the assumption of zero sticking. With s = 10⁻⁴ and an assumed film volume of 0.02 nm³ per captured molecule, a surface receiving Γ0 grows at 14 nm/min, a plausible rate for such processes. The bottom of this hole would grow 0.8% more slowly. At s = 10⁻² the deficit would be 46%, but the same Γ0 would then give 1.4 μm/min, far above the rate just quoted. This case therefore suits only a species with a much smaller Γ0; the relative deficit does not depend on Γ0. A real gas may also contain reactive fragments with larger s, for which the uniform result can fail even when it suits the parent molecule. These figures hold for the initial shape and must be recomputed as the film narrows the neck.

Three other neglected effects, estimated here, hardly disturb the uniformity. The gas mean free path is 839 μm, and a molecule suffers on average about 0.004 gas collisions per visit, and of order 0.01 on the longer visits that reach the bottom. If the arriving gas were 50 K colder than the wall at the same pressure, (5) would raise Γ0 by 2.9%. This rescales all wall fluxes together and leaves their ratios unchanged. An assumed surface residence of 1 μs per hit adds 30.6 μs to the mean visit, far more than the flight time. It delays the steady state without changing (8), provided the molecules leave from where they landed and still follow the cosine law. The adsorbed density would be Γ0 × 1 μs = 0.12 nm⁻². Further values are listed in the numerical output.

Computed values

```
Bowl depth / mouth radius: 2.0
Bowl max |flux ratio - 1|, coarse mesh: 7.6e-03
Bowl max |flux ratio - 1|, fine mesh: 1.9e-03
Bowl max closure error: 8.4e-04
Bowl largest kernel eigenvalue: 0.7241
Uniqueness identity, left and right: 4.1261 4.1225
Hemisphere beam flux ratio, lowest node: 1.500
Hemisphere beam flux ratio, highest node: 0.502
Hemisphere beam law max error: 1.2e-03
Hole rings (corner radius, depth, shift) in nm:
  (50, 0, 0) (50, 200, 60) (100, 200, 80) (70, 400, 50)
Mouth area: 6495 nm2; wall area: 196959 nm2
Cavity volume: 5.0922e+06 nm3
Molecules followed: 60000
Region: area nm2, flux/Gamma0, std error, direct part/Gamma0
  neck: 61328, 1.005, 0.006, 0.1018
  roof: 19486, 1.011, 0.011, 0.0000
  chamber side: 103414, 1.009, 0.010, 0.0016
  bottom: 12731, 1.008, 0.009, 0.0069
Wall hits per visit, traced: 30.55 +- 0.26
Wall hits per visit, area ratio: 30.32
Path per visit, traced: 3159 +- 27 nm
Path per visit, 4V/A_mouth: 3136 nm
Flux/Gamma0 with re-emission uniform in solid angle:
  neck: 0.835 +- 0.007
  roof: 1.519 +- 0.023
  chamber side: 1.395 +- 0.020
  bottom: 1.719 +- 0.027
Hits before reaching bottom: 81.0 +- 0.9
Hits after leaving bottom (N): 81.6 +- 0.7
Bottom flux/Gamma0 at sticking 1e-04: 0.9920
Bottom flux/Gamma0 at sticking 1e-03: 0.9247
Bottom flux/Gamma0 at sticking 1e-02: 0.5405
Pressure: 0.1 Torr; temperature: 900 K
Molar mass: 100 g/mol; diameter: 0.5 nm
Mean speed: 436.5 m/s
Gas number density: 1.073e+15 cm^-3
External flux Gamma0: 1.171e+19 cm^-2 s^-1
Entry rate through mouth: 7.605e+08 s^-1
Mean number inside, pV/kT: 5.46
Mean flight time per visit: 7.24 ns
Gas mean free path: 839 um
Free path / mouth width (100 nm): 8391
Gas collisions per visit: 3.76e-03
Gamma0 rise if gas is 50 K colder: 2.9 %
Assumed surface residence per hit: 1 us
Surface time per visit: 30.6 us
Adsorbed density: 0.117 nm^-2
Assumed film volume per molecule: 0.02 nm3
Growth rate at sticking 1e-4: 14.1 nm/min
```
